# Symmetry of the bridging hydrogens in tetrahedral zirconium borohydride

Zirconium borohydride, Zr(BH₄)₄, is a volatile precursor for zirconium diboride films. Its zirconium is surrounded by four borons at the corners of a tetrahedron. Each boron carries one terminal hydrogen, pointing away from the metal, and three bridging hydrogens, pointing towards it. The problem asks which combinations of the twelve bridging-hydrogen 1s functions can bond to the metal.

Put Zr at the origin and the borons along \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\). Assume at first that every bridging hydrogen lies on a mirror plane, so that the point group is \(T_d\). Its 24 operations are the permutations of \(x,y,z\) combined with an even number of sign changes. The three bridging hydrogens of the first boron are at

\[
(a,a,b),\qquad (a,b,a),\qquad (b,a,a),
\]

with \(a>0\) and \(|b|\neq a\). The other nine follow from the sign changes \(D=\mathrm{diag}(\tau_x,\tau_y,\tau_z)\), where each \(\tau\) is \(\pm1\) and \(\tau_x\tau_y\tau_z=1\). These four matrices are the identity and the three twofold rotations.

The characters of \(T_d\) are:

| | \(E\) | \(8C_3\) | \(3C_2\) | \(6S_4\) | \(6\sigma_d\) |
|---|---|---|---|---|---|
| A1 | 1 | 1 | 1 | 1 | 1 |
| A2 | 1 | 1 | 1 | −1 | −1 |
| E | 2 | −1 | 2 | 0 | 0 |
| T1 | 3 | 0 | −1 | 1 | −1 |
| T2 | 3 | 0 | −1 | −1 | 1 |

## (a) Which species do the twelve hydrogen functions span?

**Solution.** An operation permutes the twelve 1s functions. A function that stays in place adds 1 to the character, and one that moves adds 0, so the character is the number of hydrogens left in place.

- The identity leaves all 12.
- A \(C_3\) axis has \(|x|=|y|=|z|\), which no site satisfies because \(|b|\ne a\).
- A \(C_2\) axis is a coordinate axis, where two coordinates vanish. At most one coordinate of a site can vanish.
- An \(S_4\) operation fixes the origin alone.
- The mirror \(x=y\) contains \((a,a,b)\) and \((-a,-a,b)\), and no other site. The other mirrors are equivalent to it.

Hence \(\chi=(12,0,0,0,2)\). The multiplicity of a species is \(n=\frac1{24}\sum_R\chi(R)\chi_{\rm irrep}(R)\), with the sum over all 24 operations:

\[
\begin{aligned}
n_{A1}&=\tfrac{1}{24}(12+6\cdot2)=1, & n_{A2}&=\tfrac1{24}(12-6\cdot2)=0,\\
n_{E}&=\tfrac1{24}(2\cdot12)=1, & n_{T1}&=\tfrac1{24}(3\cdot12-6\cdot2)=1,\\
n_{T2}&=\tfrac1{24}(3\cdot12+6\cdot2)=2 .
\end{aligned}
\]

The twelve functions therefore span

\[
\Gamma_{12}=A_1+E+T_1+2T_2,\qquad 1+2+3+6=12 .
\]

A local view shows where each species comes from. The in-phase sum on each hydrogen triangle gives four functions that are permuted like the borons, with character \((4,1,0,0,2)\). This is \(A_1+T_2\), as adding those two rows of the table confirms. The remaining eight functions, two per triangle, have character

\[
(12,0,0,0,2)-(4,1,0,0,2)=(8,-1,0,0,0),
\]

which is the sum of the rows E, T1 and T2. The T1 set therefore consists of combinations whose coefficients sum to zero on every triangle.

## (b) Which species do the metal shells span?

**Solution.** A rotation by \(\alpha\) multiplies the functions of a shell \(l\), in a complex basis along the axis, by \(e^{-im\alpha}\). Its character is

\[
\chi_l(\alpha)=1+2\sum_{m=1}^{l}\cos m\alpha .
\]

An improper operation is a rotation followed by inversion, and inversion multiplies the shell by \((-1)^l\). The rotation belonging to \(S_4\) is by 90°, and that belonging to \(\sigma_d\) is by 180°. In the class order of the table,

\[
\begin{aligned}
s&:(1,1,1,1,1)=A_1,\\
p&:(3,0,-1,-1,1)=T_2,\\
d&:(5,-1,1,-1,1)=E+T_2,\\
f&:(7,1,-1,1,1)=A_1+T_1+T_2 .
\end{aligned}
\]

The first three shells contain no T1. The f shell is the lowest that does.

## (c) Construct the T1 set and show directly that s, p and d functions cannot couple to it.

**Solution.** Let \(h(\mathbf r)\) be the hydrogen 1s function centred at \(\mathbf r\), and treat the twelve as orthonormal when normalizing. Take

\[
\psi_z=\frac1{\sqrt8}\sum_D\tau_z\Big[h\big(D(a,b,a)\big)-h\big(D(b,a,a)\big)\Big].
\]

On the first boron its coefficients are proportional to \(0,+1,-1\) on \((a,a,b)\), \((a,b,a)\), \((b,a,a)\), and their sum is zero as required.

Two properties fix its species. Under a twofold rotation \(D\) the function is multiplied by \(\tau_z\). Under the mirror \(\sigma\) that exchanges \(x\) and \(y\), the two terms in the bracket change places, so \(\sigma\psi_z=-\psi_z\). Cyclic permutation of the axes gives \(\psi_x\) and \(\psi_y\). Since \(\sigma\) reverses the sense of a cyclic permutation, it also gives \(\sigma\psi_x=-\psi_y\). The three functions thus behave like a vector under rotations and like minus a vector under \(\sigma\). The trace for \(\sigma\) is \(-1\), which identifies T1.

Now let \(g\) be a metal function and \(\hat O\) any operator with \(T_d\) symmetry. The unit operator gives the overlap, and a mean-field Hamiltonian built from a \(T_d\)-symmetric density gives the energy coupling. The twofold rotations leave \(\langle g|\hat O|\psi_z\rangle\) unchanged, so \(g\) must also be multiplied by \(\tau_z\) for the element to survive. Among the s, p and d functions this leaves

\[
g=z\quad\text{and}\quad g=xy ,
\]

each times a radial factor; the second qualifies because \(\tau_x\tau_y=\tau_z\). Both are unchanged by \(\sigma\), so

\[
\langle g|\hat O|\psi_z\rangle=\langle\sigma g|\hat O|\sigma\psi_z\rangle=-\langle g|\hat O|\psi_z\rangle=0 .
\]

The cyclic partners follow in the same way. The radial factor played no part, so adding further s, p or d shells to the metal changes nothing.

The f function \(z(x^2-y^2)\) is multiplied by \(\tau_z\) and is odd under \(\sigma\), so it is allowed. Weighting its values at the sites with the coefficients of \(\psi_z\) gives

\[
\frac{4}{\sqrt8}\big[a(a^2-b^2)-a(b^2-a^2)\big]=\sqrt8\,a(a^2-b^2)\neq0 .
\]

## (d) Can the other nine combinations really couple to s, p and d?

**Solution.** Equal species permit a coupling but do not guarantee one, so the overlaps are needed. Move a hydrogen 1s function around the metal. Because the 1s function is spherical, its overlap with a metal orbital, regarded as a function of the hydrogen position \(\mathbf r\), transforms under rotations as that orbital does. It must therefore be

\[
S_l(r)\,Y_{lm}(\hat{\mathbf r}) .
\]

All twelve hydrogens are at the same distance, so within one shell \(S_l\) is a common factor. Assume that it is nonzero. The question is then settled by the values of the harmonics at the sites.

For A1, the s function has the same value at every site and couples to the in-phase sum. For E, the function \(2z^2-x^2-y^2\) has the value \(2(b^2-a^2)\neq0\) at \((a,a,b)\). Its overlap pattern over the sites is therefore nonzero, and by symmetry so is that of its partner.

T2 occurs twice on the hydrogens and twice on the metal. The hydrogen functions that transform like \(z\) are

\[
\begin{aligned}
u_1&=\tfrac12\sum_D\tau_z\,h\big(D(a,a,b)\big),\\
u_2&=\tfrac1{\sqrt8}\sum_D\tau_z\big[h\big(D(a,b,a)\big)+h\big(D(b,a,a)\big)\big].
\end{aligned}
\]

At \(D\mathbf r\) the functions \(z\) and \(xy\) equal \(\tau_z\) times their values at \(\mathbf r\), and \(\tau_z^2=1\). The four terms of each sum therefore add:

\[
M=\begin{pmatrix}\langle z,u_1\rangle&\langle z,u_2\rangle\\ \langle xy,u_1\rangle&\langle xy,u_2\rangle\end{pmatrix}
=\begin{pmatrix}2b&\sqrt8\,a\\ 2a^2&\sqrt8\,ab\end{pmatrix},
\]

\[
\det M=2\sqrt8\,ab^2-2\sqrt8\,a^3=4\sqrt2\,a(b^2-a^2).
\]

The determinant vanishes if \(a=0\) or \(|b|=a\), which are the cases in which the twelve sites merge into fewer. For distinct sites both T2 sets couple, and the overlap matrix has rank \(1+2+2\cdot3=9\). The nine s, p and d functions match nine hydrogen combinations, and T1 is the remainder.

In a formal count, twelve bridging pairs are 24 electrons, of which 18 occupy combinations with a metal partner and 6 occupy T1. This is bookkeeping by symmetry. It does not say how much charge the metal receives.

The limit \(b=0\) is instructive. The twelve hydrogens then form a cuboctahedron and \(M\) has zeros on its diagonal, so that p couples to \(u_2\) alone and the T2 part of d to \(u_1\) alone. The example below lies close to this limit.

## (e) Is T1 non-bonding in the whole molecule? Work out an example.

**Solution.** The boron 2p functions must be included. Their character is the number of borons left in place times the character of a vector:

\[
(4,1,0,0,2)\times(3,0,-1,-1,1)=(12,0,0,0,2).
\]

This equals the character found in (a), so boron 2p also contains T1 once. Boron 2s and terminal-hydrogen 1s each give \(A_1+T_2\). The T1 hydrogens can thus bond to boron 2p although they cannot bond to Zr s, p or d.

There are \(4(3+4)+4=32\) valence electrons, or 16 pairs. Each BH₄⁻ group has four pairs. Seen along its Zr–B axis, two are symmetric about the axis and two form a degenerate pair. From the results in (a), the occupied orbitals span

\[
2(A_1+T_2)+(E+T_1+T_2)=2A_1+E+T_1+3T_2 .
\]

**Geometry.** Take round values, roughly typical of this molecule: Zr–B \(R=0.230\) nm, B–H(bridging) \(d=0.125\) nm, B–H(terminal) 0.120 nm and a Zr–B–H(bridging) angle \(\theta=70^\circ\). A bridging hydrogen lies \(R-d\cos\theta\) along the axis \((1,1,1)/\sqrt3\) and \(d\sin\theta\) along \((1,1,-2)/\sqrt6\):

\[
\begin{aligned}
a&=\frac{R-d\cos\theta}{\sqrt3}+\frac{d\sin\theta}{\sqrt6}=0.1561\ \text{nm},\\
b&=\frac{R-d\cos\theta}{\sqrt3}-\frac{2d\sin\theta}{\sqrt6}=0.0122\ \text{nm}.
\end{aligned}
\]

The Zr–H distance is \(\sqrt{2a^2+b^2}=0.221\) nm. The determinant of (d) has the size \(4\sqrt2\,(0.1561)(0.1561^2-0.0122^2)=0.0214\) nm³, about twice the cube of the Zr–H distance and so well away from zero.

**Orbitals.** A restricted Hartree–Fock calculation was made at this fixed geometry, with the LANL2DZ basis and core potential on Zr and 6-31G on B and H. Its 16 occupied valence orbitals form the predicted list; the boron 1s and zirconium 4s and 4p levels lie below them. The Löwdin populations of Zr in the valence orbitals are as follows.

| Species | Electrons held | On Zr | Share |
|---|---|---|---|
| A1 | 4 | 0.41 | 10% |
| E | 4 | 0.91 | 23% |
| T2 | 18 | 3.05 | 17% |
| T1 | 6 | 0 | 0 |

The zero for T1 holds to rounding error. The other shares depend on the basis and on the way charge is divided. For A1, E and T2, Mulliken division in the same basis gives 9%, 21% and 9%. With the larger def2-SVP basis the Zr s, p, d shares are 8%, 21% and 15% (Löwdin) or 17%, 18% and 12% (Mulliken). The order of A1 and T2 should therefore not be relied on.

In the same Löwdin division, the T1 orbitals have 55% of their weight on bridging hydrogen and 45% on boron. These figures, too, depend on the way charge is divided: Mulliken division gives 66% and 34%. The boron–hydrogen overlap population of the T1 orbitals is \(+2.03\) electrons (\(+2.15\) with def2-SVP), and the positive sign means bonding. T1 is thus non-bonding towards zirconium s, p and d, but bonding between boron and hydrogen.

T1 is also the highest occupied level, at \(-13.0\) eV, with E lower at \(-14.8\) eV; an A1 and a T2 level lie between them. With def2-SVP, T1 stays at \(-13.0\) eV and E moves to \(-14.5\) eV. The metal share in E suggests that zirconium d functions stabilize E and not T1. This remains a conjecture, because the two sets also differ in their interactions among the ligands, and the calculation does not separate the effects.

## (f) What lifts the restriction, and by how much?

**Solution.** Two routes are examined here: a metal function of higher \(l\), and a twist that removes the mirror planes.

**An f function.** Adding one f shell to Zr, with the round exponent 0.8 bohr⁻², puts 0.30% of the T1 orbitals on it and moves their energy by \(-40\) meV. The shift includes the response of all the other orbitals, since f also contains A1 and T2. These values depend strongly on the exponent. A more diffuse f shell, with exponent 0.3 bohr⁻², takes 5.9% and moves the level by \(-89\) meV, and the f shell of def2-SVP takes 2.9%. The f share is a minor one in all three cases, but its size is fixed only to within an order of magnitude.

**A twist.** Turn all four BH₄ groups by the same angle \(\varphi\) about their Zr–B axes. The rotations of the molecule survive and the mirrors do not, so the group becomes \(T\). In the table, T1 and T2 differ only in the columns \(S_4\) and \(\sigma_d\), which no longer exist. Both become the same species T, and

\[
\Gamma_{12}=A+E+3T .
\]

Twelve hydrogen functions still face nine metal functions, so at least three combinations have no s, p or d overlap at any angle. At \(\varphi=10^\circ\) the rank is still 9, which leaves three. What has been lost is their isolation: they now share a species with the T2-derived sets and mix with them, and the resulting orbitals acquire metal character.

The order of the effect follows from symmetry. The twist is unchanged by rotations and reversed by mirrors, so it transforms as A2. Since \(A_2\times T_1=T_2\), it mixes T1 with T2 at first order. The mixing amplitude grows as \(\varphi\) and the metal weight as \(\varphi^2\), for small angles. At \(10^\circ\) the three orbitals that most resemble the old T1 set, with a mean squared overlap of 0.95 with it, carry 0.06% on Zr s, p and d in the Löwdin division. At \(5^\circ\) the share is 0.016%, in line with the \(\varphi^2\) law. A share this small is sensitive to the division: Mulliken values range from \(-0.17\%\) in this basis to 0.003% with def2-SVP. Of the missing 0.05 in the overlap, only 0.007 lies in the old occupied T2 orbitals, so the overlap, taken between two geometries, is not a direct measure of T1–T2 mixing.

At \(\varphi=60^\circ\) each hydrogen again lies on a mirror plane, on the other side of its Zr–B axis. The group is \(T_d\) once more, and the result of (a) returns.

**Which geometry does the model prefer?** With bond lengths and angles held fixed, the \(10^\circ\) twist changes the energy by \(-32\) meV per molecule: the twisted form is the lower one. Twists by \(+\varphi\) and \(-\varphi\) give mirror images of equal energy, so the \(T_d\) arrangement is a stationary point along this path, but it is not the lowest point. In this basis the change is \(-10\) meV at \(5^\circ\) and \(-31\) meV at \(17^\circ\), so a minimum lies between these angles. With def2-SVP the change at \(10^\circ\) is \(-26\) meV. The gain at \(10^\circ\) is comparable with \(kT=26\) meV at 300 K, and the Boltzmann factor of the twisted form relative to the untwisted one is about 3 (3.4 and 2.8 in the two bases). The exact \(T_d\) classification is therefore an idealization even within this model.

**Relation to the real precursor.** The calculation does not decide the equilibrium shape of the real molecule. The geometry was not relaxed, the basis is small, and electron correlation is absent; any of these could change an energy difference of this size. The species found in (a) do not depend on the chosen lengths, but they do require the mirror planes. A molecule in warm vapour breaks that assumption through torsional motion, whatever its equilibrium shape. A concerted twist of \(10^\circ\) moves the metal s, p, d share of the T1-like orbitals from zero to 0.06% in this model, so they stay almost free of metal s, p and d character. Their mean squared overlap of 0.95 with the old set shows that T1 remains a good approximate label there. Twists of single groups, other vibrations that lower the symmetry, and spin–orbit coupling can also relax the restriction, and their effect has not been estimated. The numerical output below gives the values in full.

## Calculated quantities

```
Bridging-H characters, classes E, C3, C2, S4, sigma_d: [12, 0, 0, 0, 2]
12 bridging H span: A1 + E + T1 + 2T2
4 terminal H span: A1 + T2
12 boron 2p span: A1 + E + T1 + 2T2
Metal s shell spans: A1
Metal p shell spans: T2
Metal d shell spans: E + T2
Metal f shell spans: A1 + T1 + T2
16 occupied valence orbitals span: 2A1 + E + T1 + 3T2
Twisted (group T), multiplicities of A, E, T: [1, 1, 3]
Rank of s,p,d harmonics on 12 H, untwisted and twisted: 9 9
Formal electrons: total, with spd partner, in T1: 24 18 6
Zr-B distance: 0.230 nm
B-H bridging distance: 0.125 nm
B-H terminal distance: 0.120 nm
Angle Zr-B-H(bridging): 70.0 degrees
Zr-H(bridging) distance: 0.2210 nm
Site coordinate a: 0.1561 nm
Site coordinate b: 0.0122 nm
T2 block determinant, size: 0.021370 nm^3
T1z sum with z(x^2-y^2): 0.010685 nm^3
Zr Lowdin population in valence A1: 0.4147 electrons
Zr Lowdin population in valence E: 0.9144 electrons
Zr Lowdin population in valence T1: 0.0000 electrons
Zr Lowdin population in valence T2: 3.0548 electrons
T1 orbital energy: -12.998 eV
E orbital energy: -14.768 eV
Highest occupied orbital energy: -12.998 eV
T1 weight on bridging H: 55.34 percent
T1 weight on boron: 44.66 percent
T1 weight on Zr s,p,d: 2.9e-25 percent
T1 boron-bridging-H overlap population: 2.029 electrons
Exponent of added Zr f function: 0.8 bohr^-2
T1 weight on added Zr f: 0.301 percent
T1 energy shift on adding f: -39.8 meV
Concerted twist angle: 10.0 degrees
Energy change on twist: -31.6 meV per molecule
Thermal energy kT at 300 K: 25.85 meV
Boltzmann factor of twist at 300 K: 3.397e+00
Likeness of followed orbitals to T1: 0.9506
Their weight on Zr s,p,d after twist: 0.060 percent
```
